# One-loop corrections to the hyperfine splitting of hydrogen-like nS levels

## Definitions and conventions

Units are $\hbar=c=m_e=1$, because the momenta that matter are of order $m_e$. The metric is $(+,-,-,-)$, $e^2=4\pi\alpha$ and $\gamma=Z\alpha$. $E_F$ is the Fermi splitting of the 1S level, computed with $g_e=2$ and the full nuclear moment; for $nS$ it is $E_F/n^3$.

Let $p=(1,\mathbf 0)$, $k=(0,\mathbf k)$, $\kappa=|\mathbf k|$, $P=p+k$, and let $\epsilon$ be a unit spatial vector orthogonal to $\mathbf k$. Then $k^2=-\kappa^2$, $P^2=1-\kappa^2$, and $\not p,\not k,\not\epsilon$ anticommute. The projector $\mathcal P=(1+\not p)/2$ obeys $\not p\mathcal P=\mathcal P$ and $\mathcal P\not\epsilon\mathcal P=0$. The Coulomb vertex is $\gamma^0=\not p$. The magnetic vertex is $\not\epsilon$, since the nuclear vector potential is along $\boldsymbol\mu\times\mathbf k$. An electron at rest that absorbs $k$ at the magnetic vertex and returns it at the Coulomb vertex has the tree amplitude
$$\frac{\mathcal P\not p(\not P+1)\not\epsilon\mathcal P}{P^2-1}=\frac{\mathcal P(2+\not k)\not\epsilon\mathcal P}{-\kappa^2}=\frac{\mathcal S}{-\kappa^2},\qquad \mathcal S=\mathcal P\not k\not\epsilon\mathcal P .$$
This is exact in $\kappa$ and has the nonrelativistic form, a spin vertex times $1/(-\kappa^2/2)$. A one-loop correction multiplies it by $1+(\alpha/\pi)L(\kappa)$, which defines $L$. The opposite order of the photons follows by reversing all $\gamma$ products and sending $k\to-k$; as $\not\epsilon(-\not k)=\not k\not\epsilon$, it has the same $L$.

Assumptions. (A1) The nucleus is a point and infinitely heavy. (A2) One loop, $Z\alpha\ll1$. (A3) Power counting: momenta of order $\gamma$ contribute only the anomalous-moment term and terms of relative order $\alpha(Z\alpha)^2$ up to logarithms, and each further Coulomb photon of momentum $\sim1$ costs a factor $Z\alpha$. (A3) is assumed; it is tested below only for vacuum polarization, within nonrelativistic theory.

## Theorem

Under (A1)–(A3) the one-loop shift of the $nS$ splitting is
$$\Delta E=\frac{E_F}{n^3}\Big[\frac{\alpha}{2\pi}+\alpha(Z\alpha)\Big(\ln2-\frac52\Big)\Big]$$
up to relative order $\alpha(Z\alpha)^2$ times logarithms. Vacuum polarization contributes $3/4$ to the second coefficient and the electron line contributes $\ln2-13/4$.

## Lemma 1 (skeleton integral)

$$\Delta E=\frac{E_F}{n^3}\Big[\frac\alpha\pi L(0)+\alpha(Z\alpha)\frac{8}{\pi^2}\int_0^\infty\! d\kappa\,\frac{L(\kappa)-L(0)}{\kappa^2}\Big].$$

*Proof.* For S states the angular average makes the magnetic vertex independent of the momentum transfer, so the splitting is proportional to $|\psi(0)|^2$, each factor being $\int d^3k\,\psi(\mathbf k)/(2\pi)^3$. The Schrödinger equation reads $\tfrac12(\kappa^2+\gamma^2/n^2)\psi(\mathbf k)=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi\gamma}{(\mathbf k-\mathbf q)^2}\psi(\mathbf q)$. For $\kappa\gg\gamma$ it gives $\psi\to8\pi\gamma\psi(0)/\kappa^4$ for every $n$, which is one Coulomb photon times one propagator acting on an electron at rest. In this region the correction multiplies the integrand by $f=1+(\alpha/\pi)L$. Write $f=f(0)+[f-f(0)]$. The first term gives $f(0)\psi(0)$. The bracket vanishes as $\kappa^2\ln\kappa$ (Lemma 5), so in this term with one Coulomb photon the asymptotic $\psi$ may be used down to $\kappa=0$ with an error of order $\gamma^2\ln\gamma$ (further Coulomb exchanges, left to (A3), can raise the total error to $\gamma^2\ln^2\gamma$):
$$\int\frac{4\pi\kappa^2d\kappa}{8\pi^3}\frac{8\pi\gamma\,\psi(0)}{\kappa^4}[f-f(0)]=\psi(0)\frac{4\gamma}{\pi}\int_0^\infty d\kappa\frac{f-f(0)}{\kappa^2}.$$
The large momentum can sit in either wave function, which doubles this term, while the contact term $L(0)$ multiplies $|\psi(0)|^2$ once. $\square$

## Lemma 2 (vacuum polarization gives 3/4)

*Proof.* The loop is $i\Pi^{\mu\nu}=-e^2\int\frac{d^4l}{(2\pi)^4}\mathrm{tr}[\gamma^\mu(\not l+1)\gamma^\nu(\not l+\not k+1)]/\{(l^2-1)[(l+k)^2-1]\}$. With a gauge-invariant regulator $\Pi^{\mu\nu}=(k^2g^{\mu\nu}-k^\mu k^\nu)\Pi_2$, so the coefficient of $k^\mu k^\nu$ suffices. A Feynman parameter and $l\to l-xk$ give the denominator $(l^2-\Delta)^2$ with $\Delta=1+x(1-x)\kappa^2$. The trace contains $4[l^\mu(l+k)^\nu+\mu\leftrightarrow\nu]\to-8x(1-x)k^\mu k^\nu$ plus terms $\propto g^{\mu\nu}$. The integral of $(l^2-\Delta)^{-2}$ is $i(C-\ln\Delta)/16\pi^2$ with $C$ constant, hence $\Pi_2=-(2\alpha/\pi)\int x(1-x)(C-\ln\Delta)$. An insertion multiplies the propagator $-ig/k^2$ by $1+\Pi_2$, and charge renormalization removes $\Pi_2(0)$. Each photon thus gains $(\alpha/\pi)\Pi$,
$$\Pi=2\int_0^1dx\,x(1-x)\ln[1+x(1-x)\kappa^2],\qquad L=2\Pi .$$
A closed loop joining both nuclear photons to one further photon vanishes by charge conjugation. Integration by parts gives $\int_0^\infty\kappa^{-2}\ln(1+r\kappa^2)d\kappa=\int_0^\infty 2r\,d\kappa/(1+r\kappa^2)=\pi\sqrt r$, so
$$\int_0^\infty\frac{\Pi}{\kappa^2}d\kappa=2\pi B(\tfrac52,\tfrac52)=2\pi\frac{9\pi/16}{24}=\frac{3\pi^2}{64}.$$
Multiplying by $8/\pi^2$ gives $3/8$ per photon. $\square$

The sign is positive because $\Pi(\kappa)>0$ for $\kappa>0$: each photon propagator is strengthened at large momentum. For the magnetic photon this is not a stronger field throughout the cloud. The contact term is enhanced, the angular mean of the extra field at $r>0$ has the opposite sign, and the net effect is positive because $|\psi|^2$ falls with $r$ (see the worked example).

## Lemma 3 (loop rules)

The radiative photon is taken in Feynman gauge with $1/(l^2-\lambda^2)-1/(l^2-\Lambda^2)$. All integrals then converge in four dimensions, and shifts of $l$ are allowed. A photon spanning $j$ propagators in place of $j-2$ (two more than the tree diagram has) brings $(-i)(-ie)^2i^2=-ie^2$ times $\int\frac{d^4l}{(2\pi)^4}\gamma^\alpha\cdots\gamma_\alpha$, each propagator written as $(\not q+1)/(q^2-1)$. The self-energy $\Sigma$ has the same prefactor.

Wick rotation gives $\int\frac{d^4l}{(2\pi)^4}(l^2-\Delta)^{-j}=\frac{i(-1)^j}{16\pi^2(j-1)(j-2)\Delta^{j-2}}$, that is $-i/32\pi^2\Delta$ for $j=3$ and $i/96\pi^2\Delta^2$ for $j=4$. Writing $l^2=(l^2-\Delta)+\Delta$, the integral of $l^2/(l^2-\Delta)^4$ is $-i/48\pi^2\Delta$. The regulated integrals of $(l^2-\Delta)^{-2}$ and $l^2/(l^2-\Delta)^3$ both equal $i\ln(\Delta_\Lambda/\Delta)/16\pi^2$, their constant difference cancelling between the two photon masses. For large $\Lambda$, $\Delta_\Lambda\to x\Lambda^2$ with $x$ the photon's parameter.

For a product $\Gamma_r$ of $r$ mutually anticommuting vectors, $\gamma^\alpha\Gamma_r\gamma_\alpha=(-1)^r(4-2r)\Gamma_r$, since $r$ directions pass with sign $(-1)^{r-1}$ and $4-r$ with $(-1)^r$. The factors are $4,-2,0,+2$ for $r=0,\dots,3$. Hence $\gamma^\alpha\not a\not b\gamma_\alpha=4a\cdot b$, and $\gamma^\alpha\not a\not b\not c\gamma_\alpha=-2\not c\not b\not a$, because reversal keeps rank 1 and flips rank 3.

## Lemma 4 (the electron-line factor)

$L=L_Z+L_{SE}+L_V+L_S$, with the pieces derived below; $\Lambda$ and $\lambda$ cancel in the sum.

*Self-energy.* With weight $x$ on the photon and $l\to l+(1-x)P$, the numerator is $\gamma^\alpha(x\not P+1)\gamma_\alpha=4-2x\not P$ and $\Delta=(1-x)(1-xP^2)+x\lambda^2$. Since $-ie^2\cdot i/16\pi^2=\alpha/4\pi$,
$$\Sigma=\frac{\alpha}{2\pi}\int_0^1dx\,(2-x\not P)\ln\frac{x\Lambda^2}{\Delta}.$$
Subtract the on-shell value $\delta m$ and write $\Sigma-\delta m=a+b\not P$. In $(\not P+1)^2(a+b\not P)=(P^2+1+2\not P)(a+b\not P)$ only the $\not P$ term survives in $\mathcal P\cdots\not\epsilon\mathcal P$, where $\not P\not\epsilon\to\mathcal S$. Its coefficient is $2a+b(2-\kappa^2)$. Dividing by $\kappa^4$ and by the tree value gives $b-2(a+b)/\kappa^2$. At $\lambda=0$, $\Delta=(1-x)(1-x+x\kappa^2)$, so $a+b=-\frac{\alpha}{2\pi}\int(2-x)\ln[1+x\kappa^2/(1-x)]$. With $\int x\ln x=-\tfrac14$ and $\int x\ln(1-x)=-\tfrac34$,
$$L_{SE}=-\tfrac14\ln\Lambda^2-\tfrac14+\tfrac12\!\int\! x\ln(1-x+x\kappa^2)+\frac1{\kappa^2}\!\int\!(2-x)\ln\!\Big[1+\frac{x\kappa^2}{1-x}\Big].$$

*External legs.* Two factors $\sqrt{Z_2}$ give $d\Sigma/d\not p$ on shell. Setting $P=\rho p$, $d\Delta/d\rho=-2x(1-x)$ at $\rho=1$, so $L_Z=\tfrac12\int[-x\ln(x\Lambda^2/\Delta)+2(2-x)x(1-x)/\Delta]$ with $\Delta=(1-x)^2+x\lambda^2$. The first term is $-\tfrac12\ln\Lambda^2+\tfrac14-\tfrac32$. With $u=1-x$ the second is $\int2u(1-u^2)/(u^2+\lambda^2)\to-\ln\lambda^2-1$, since $\lambda$ matters only near $x=1$. Thus $L_Z=-\tfrac14\ln\Lambda^2-\ln\lambda-\tfrac98$.

*Vertices.* The denominators $l^2$, $l^2-2p\cdot l$ and $l^2-2P\cdot l-\kappa^2$ get weights $x,y,z$. Put $s=y+z=1-x$ and $c=z(1-z)$; the measure is $\int_0^1dz\int_z^1ds$. The shift $l\to l+sp+zk$ gives $\Delta=s^2-z^2\kappa^2+z\kappa^2=s^2+c\kappa^2$, and $P-l\to a-l$, $p-l\to b-l$ with $a=xp+(1-z)k$, $b=xp-zk$. The parameter factor is 2. The $l^2$ term is $-2\not l\gamma^\mu\not l\to\gamma^\mu l^2$ and yields $\tfrac12\ln(x\Lambda^2/\Delta)$ in $L$. The remainder $N_0$ carries $-\alpha/4\pi\Delta$.

For the magnetic vertex $N_0=\gamma^\alpha(\not a+1)\not\epsilon(\not b+1)\gamma_\alpha=-2\not b\not\epsilon\not a-2\not\epsilon$, as $\epsilon\cdot(a+b)=0$. Acting on $\mathcal P$,
$$\not b\not\epsilon\not a\,\mathcal P=(x\not p-z\not k)[x\not\epsilon+(1-z)\not\epsilon\not k]\mathcal P=-[(x^2+c\kappa^2)\not\epsilon+x\not k\not\epsilon]\mathcal P,$$
by $\not p\not\epsilon\mathcal P=-\not\epsilon\mathcal P$, $\not p\not\epsilon\not k\mathcal P=-\not k\not\epsilon\mathcal P$ and $\not k\not\epsilon\not k=\kappa^2\not\epsilon$. The left factor $\mathcal P(2+\not k)$ sends $\not\epsilon\to\mathcal S$ and $\not k\not\epsilon\to2\mathcal S$, so $N_0\to2N_M\mathcal S$ with $N_M=x^2+2x-1+c\kappa^2$.

For the Coulomb vertex $N_0=-2\not a\not p\not b+8x-2\not p$. The right factor is $(\not P+1)\not\epsilon\mathcal P=\not k\not\epsilon\mathcal P=\mathcal S$, so only $\mathcal PN_0\mathcal P$ is needed. With $\not k\not p\not k=\kappa^2\not p$ and $\mathcal P\not k\mathcal P=0$, $\mathcal P\not a\not p\not b\mathcal P=(x^2-c\kappa^2)\mathcal P$, and $N_0\to2N_C$ with $N_C=-x^2+4x-1+c\kappa^2$.

Each vertex gives $\int[\tfrac12\ln(x\Lambda^2/\Delta)-N/2\Delta]$. In the sum $(N_M+N_C)/2=3x-1+c\kappa^2=\Delta-(s^2+3s-2)$, using $c\kappa^2=\Delta-s^2$ and $x=1-s$:
$$L_V=\int_0^1\!dz\!\int_z^1\!ds\Big[\ln\frac{x\Lambda^2}{\Delta}-1+\frac{s^2+3s-2}{\Delta}\Big].$$

*Spanning photon.* The denominator $l^2-2p\cdot l$ is squared, so the parameter weight is $6y$ with $y=s-z$, and $\Delta$ is as before plus $x\lambda^2$. Inside the contraction stands $X=(\not b-\not l+1)\not p(\not a-\not l+1)\not\epsilon(\not b-\not l+1)$. Of the elements linear in $\epsilon$, $\not\epsilon$ and $\not p\not\epsilon$ vanish between projectors and $\not k\not\epsilon$ is killed by the rank-2 factor 0. Only $\not p\not k\not\epsilon\to\mathcal S$ survives, with factor 2. Its coefficients in $X$ are:

- Three matrices: $\not p\not\epsilon\not b$, $\not p\not a\not\epsilon$, $\not b\not p\not\epsilon$ give $z+(1-z)+z=1+z$.
- Five matrices without $l$: $\not b\not p\not a\not\epsilon\not b=-(\not b\not p)(\not a\not b)\not\epsilon$. With $J=\not p\not k$, $\not b\not p=x+zJ$ and $\not a\not b=x^2+c\kappa^2-xJ$. As $J^2=\kappa^2$ is scalar, the $J$ coefficient of the product is $-x^2+zx^2+zc\kappa^2$, which gives $(1-z)(x^2-z^2\kappa^2)$.
- Two $\not l$, replaced by $\gamma^\beta\cdots\gamma_\beta\,l^2/4$: the three placements give $-2z$, $+2(1-z)$ and $-2z$, in total $2-6z$.

The weights are $-ie^2\cdot6\cdot i/96\pi^2\Delta^2=\alpha/4\pi\Delta^2$ and $-ie^2\cdot6\cdot(-i/48\pi^2\Delta)/4=-\alpha/8\pi\Delta$. Dividing by the tree value multiplies by $-\kappa^2$:
$$L_S=-\frac{\kappa^2}{2}\int\! dz\,ds\,(s-z)\Big\{\frac{1+z+(1-z)(x^2-z^2\kappa^2)}{\Delta^2}-\frac{1-3z}{\Delta}\Big\}.$$
Near $s=z=0$ the first numerator tends to 2, and the infrared divergence sits in
$$T=-\kappa^2\!\int_0^1\!ds\!\int_0^s\!\frac{s\,dz}{(s^2+z\kappa^2+\lambda^2)^2}=-\!\int_0^1\!ds\Big[\frac{s}{s^2+\lambda^2}-\frac{s}{s^2+s\kappa^2+\lambda^2}\Big]\to\ln\lambda+\ln(1+\kappa^{-2}).$$
With $z=st$ and $\lambda=0$ the integrand of $T$ is $-\kappa^2/(s+t\kappa^2)^2$. Every term of $L_S-T$ has an extra factor $s$ or $t$ and converges.

The $\ln\lambda$ of $T$ cancels that of $L_Z$. The $\ln\Lambda^2$ terms are $-\tfrac14-\tfrac14+\tfrac12=0$, the triangle having area $\tfrac12$. $\square$

## Lemma 5 (small $\kappa$)

With $\ln\Lambda,\ln\lambda$ omitted, $L_{SE}\to-\tfrac18-2\ln\kappa$, $L_V\to\tfrac34+4\ln\kappa$, $L_S\to1-2\ln\kappa$, with corrections of order $\kappa^2\ln\kappa$. Hence $L(0)=-\tfrac98-\tfrac18+\tfrac34+1=\tfrac12$.

*Proof.* In $L_{SE}$ the first terms give $-\tfrac14-\tfrac38$. In the last put $u=1-x$, $2-x=1+u$, $\eta=\kappa^2$. Exactly, $\int\ln[\eta+u(1-\eta)]du-\int\ln u\,du=-\eta\ln\eta/(1-\eta)$, and $\int u\ln[1+\eta(1-u)/u]\to\eta\int(1-u)=\eta/2$. The sum is $-\tfrac58+\tfrac12-\ln\eta$.

In $L_V$ use $dz=s\,dt$. Then $\int s\ln(1-s)=-\tfrac34$, the $-1$ gives $-\tfrac12$, $-\int2s\ln s=\tfrac12$, and $\int(s+3)ds=\tfrac72$. The last term is $-2\int ds\,dt/(s+t\eta)=-2\int dt\ln(1+1/t\eta)\to2\ln\eta-2$; replacing $1-z$ by 1 in $c$ costs $O(\eta\ln\eta)$. The constants add to $\tfrac34$.

In $L_S$, $T\to-\ln\eta$. The factor $s-z=s(1-t)$ adds $\eta\int t\,ds\,dt/(s+t\eta)^2=\int dt/(1+t\eta)\to1$. Terms with an extra $s$ are $O(\eta\ln\eta)$. $\square$

$L(0)=\tfrac12$ is the anomalous moment and produces the $\alpha/2\pi$ of the theorem. A term linear in $\kappa$ would make the skeleton integral diverge logarithmically and give $\alpha(Z\alpha)\ln Z\alpha$; the proof shows none, and numerically $L-\tfrac12$ starts with $1.3333\,\kappa^2\ln\kappa$.

## Lemma 6 (continuation)

Let $f=c_0+d\ln\kappa+O(\kappa^2\ln\kappa)$ at small $\kappa$, and let $M(w)=\int_0^\infty\kappa^{w-1}f\,d\kappa$ converge in a strip just right of $w=0$. Its continuation to $w=-1$ is $\int(f-c_0-d\ln\kappa)\kappa^{-2}d\kappa$.

*Proof.* Splitting at $\kappa=1$, $M=\int_0^1\kappa^{w-1}(f-c_0-d\ln\kappa)+c_0/w-d/w^2+\int_1^\infty\kappa^{w-1}f$, valid down to $w>-2$. For $w<0$, $c_0/w-d/w^2=-\int_1^\infty\kappa^{w-1}(c_0+d\ln\kappa)$. $\square$

By Lemma 5 the subtractions add up to $L(0)$, so each term may be treated separately. Constants drop out. Terms that are $O(\kappa^2\ln\kappa)$ at small $\kappa$ and grow at most logarithmically at large $\kappa$ (the terms $\ln(1+r\kappa^2)$ in $b$ and in $L_V$, and the terms of $L_S-T$ with an extra factor $s$) converge in the strip $-2<w<0$. It contains $w=-1$, so they need no continuation. Lemma 6 is used for the remaining terms that decay at large $\kappa$. Inside the strip the $\kappa$ integral is done first. With $D=s^2+c\kappa^2$, $\int\kappa^{w-1}/D=\frac\pi2s^{w-2}c^{-w/2}/\sin\frac{\pi w}2$, which is a Beta integral. This gives $1/D\to\pi/2s\sqrt c$ at $w=1$ and $1/\kappa^2D\to-\pi\sqrt c/2s^3$ at $w=-1$. Differentiating the former in $s^2$ and in $c$ gives $1/D^2\to\pi/4s^3\sqrt c$ and $\kappa^2/D^2\to\pi/4sc^{3/2}$. By parts, $\int\kappa^{w-1}\ln(1+r\kappa^2)=\pi r^{-w/2}/(w\sin\frac{\pi w}2)$, which is $-\pi r^{3/2}/3$ at $w=-3$. The parameter integrals then contain $z^{w/2-1}$, whose continuation is that of the Beta function.

Only $T$ is not covered, because at $\lambda=0$ its parameter integral diverges for every $\kappa$; it is taken from its closed form with $\ln\lambda$ omitted. Its true value is $\int[\ln(1+\kappa^{-2})+2\ln\kappa]\kappa^{-2}=\int\kappa^{-2}\ln(1+\kappa^2)=\pi$. The formal rule gives $-\frac\pi4\int dz\,z^{-1/2}(1/z-1)=-\frac\pi4(-2-2)=\pi$. They agree, so by linearity the rule holds for all of $L_S$.

## Proof of the theorem

Let $I=\int(L_i-c_0-d\ln\kappa)\kappa^{-2}d\kappa$ for each piece; $L_Z$ is constant and gives zero. The tools are $B(a,b)=\Gamma(a)\Gamma(b)/\Gamma(a+b)$, $\Gamma(-\tfrac12)=-2\sqrt\pi$, $\int z^{a-1}(1-z)^{b-1}\ln z=B(a,b)[\psi(a)-\psi(a+b)]$ with $\psi$ now the digamma function, $\psi(\tfrac12)-\psi(1)=-2\ln2$ and $\psi(a+1)=\psi(a)+1/a$.

*Self-energy.* With $r=x/(1-x)$, $B(\tfrac52,\tfrac12)=\tfrac{3\pi}8$, $B(\tfrac52,-\tfrac12)=-\tfrac{3\pi}2$, $B(\tfrac72,-\tfrac12)=-\tfrac{15\pi}8$:
$$I_{SE}=\frac\pi2\cdot\frac{3\pi}8-\frac\pi3\Big(-3\pi+\frac{15\pi}8\Big)=\frac{9\pi^2}{16}.$$

*Vertices.* The integrand is $-\pi\sqrt c\,[1/s+(s^2+3s-2)/2s^3]=-\pi\sqrt c\,[3/2s+3/2s^2-1/s^3]$. The $s$ integral of the bracket is $-\tfrac32\ln z+\tfrac3{2z}-1-\tfrac1{2z^2}$. Against $\sqrt c$, the functions $1,z^{-1},z^{-2}$ give $\tfrac\pi8,\tfrac\pi2,-\pi$, and $\ln z$ gives $\tfrac\pi8(\tfrac12-2\ln2)$. So
$$I_V=-\pi^2\Big[-\tfrac3{32}+\tfrac38\ln2+\tfrac34-\tfrac18+\tfrac12\Big]=-\pi^2\Big[\tfrac{33}{32}+\tfrac38\ln2\Big].$$

*Spanning photon.* Since $(1-z)z^2/c=z$ and $1+z+(1-z)(1-s)^2=2-2(1-z)s+(1-z)s^2$,
$$I_S=-\frac\pi8\int\frac{dz}{\sqrt c}\int_z^1ds\,(s-z)\Big[\frac2{s^3}-\frac{2(1-z)}{s^2}+\frac{4z-1}s\Big],$$
where $4z-1=(1-z)-z-2(1-3z)$. The integrals of $(s-z)/s^j$ are $(1-z)^2/2z$, $-\ln z-(1-z)$ and $1-z+z\ln z$ for $j=3,2,1$. The inner integral is therefore $1/z-1+2z-2z^2+(2-3z+4z^2)\ln z$. Against $c^{-1/2}$, the powers $z^{-1},1,z,z^2$ give $0,\pi,\tfrac\pi2,\tfrac{3\pi}8$ (the zero from $1/\Gamma(0)$), so the polynomial part is $-\tfrac{3\pi}4$. The digamma differences for $1,z,z^2$ are $-2\ln2$, $1-2\ln2$, $\tfrac76-2\ln2$, so the logarithmic part is $-4\pi\ln2-\tfrac{3\pi}2(1-2\ln2)+\tfrac{3\pi}2(\tfrac76-2\ln2)=\tfrac\pi4-4\pi\ln2$. Thus $I_S=\pi^2(\tfrac1{16}+\tfrac12\ln2)$.

Multiplying by $8/\pi^2$,
$$\tfrac92-\Big(\tfrac{33}4+3\ln2\Big)+\Big(\tfrac12+4\ln2\Big)=\ln2-\tfrac{13}4,$$
or $4.5000-10.3294+3.2726=-2.5569$ up to rounding. Lemma 2 adds $\tfrac34$, which gives $\ln2-\tfrac52=-1.8069$. $\square$

## Remarks

1. The three electron-line numbers belong to Feynman gauge. Their sum is an on-shell amplitude and does not depend on the gauge of the radiative photon. The split between $3/4$ and $\ln2-13/4$ is therefore meaningful, and the finer split is not.

2. $L$ equals $0.465$, $-0.276$ and $-1.204$ at $\kappa=0.1$, 1 and 10, all below $L(0)=\tfrac12$. At these momenta the radiative photon weakens the short-distance spin coupling compared with an electron of constant anomalous moment, in line with the negative coefficient.

3. The program tests each diagram, in both photon orders, by direct four-dimensional quadrature with explicit Dirac matrices at one point, $\kappa=1.5$ with $\lambda=1$ and $\Lambda=3$. It tests the three continued values by plain $\kappa$ quadrature, and $\Pi$ against a dispersion integral over the pair-production trace. Lemma 1 is tested with exact first-order Schrödinger theory for the Uehling correction, which tends to $0.375000$ for each photon as $\gamma\to0$.

4. The result fails when $Z\alpha$ is not small. It also needs (A1). For a nucleus of radius $R$, form factors enter the same integral at $\kappa\sim1/R$; they decouple from $L$ only if $R\ll1/m_e$, and then give a separate shift of relative order $Z\alpha\,m_eR$. With finite nuclear mass $M$, $E_F$ takes the factor $(m_r/m_e)^3$, and the coefficient receives recoil corrections, suppressed by $m_e/M$ up to powers of $\ln(M/m_e)$, which are not computed here.

## Worked example: hydrogen 1S

For a spin-$\tfrac12$ nucleus the contact interaction gives, in SI units, $E_F=\tfrac83\mu_0\mu_B\mu_p|\psi(0)|^2$ with $|\psi(0)|^2=(m_r/m_e)^3/\pi a_0^3$. Using $\mu_0\mu_B^2/4\pi a_0^3=\alpha^2hcR_\infty/2$, this is $E_F/h=\tfrac{16}3\alpha^2cR_\infty(\mu_p/\mu_B)(m_r/m_e)^3$:
$$\tfrac{16}3\,(5.325135\times10^{-5})(3.289842\times10^{15}\,\mathrm{Hz})(1.521032\times10^{-3})(0.998368)=1\,418\,840\ \mathrm{kHz}.$$
Then $\alpha^2E_F/h=75.555$ kHz. Vacuum polarization gives $0.75\times75.555=56.67$ kHz, and the electron line gives $-2.556853\times75.555=-193.18$ kHz. The total is $-136.5$ kHz, or $-2.07\times10^{-11}$ hartree, which is $-96.2$ ppm of $E_F$. The Schwinger term is $1647.9$ kHz, about twelve times larger in magnitude.

These digits describe the $\alpha(Z\alpha)$ term alone, for a point proton. With dipole charge and magnetic form factors (scale $0.66$–$0.71\ \mathrm{GeV}^2$) in the skeleton integral, the vacuum-polarization term moves by about $-1.0$ kHz and the electron-line term by about $+0.2$ kHz, and the separate size shift of Remark 4 is about $-40$ ppm of $E_F$. A recoil factor of relative size $m_e/M$ would move the total by about $0.07$ kHz. At $\gamma=\alpha$ the nonrelativistic Uehling coefficients are $0.37315$ (magnetic) and $0.38238$ (Coulomb). Their sum $0.75553$ exceeds $3/4$ by $0.7\%$ of $3/4$, about $0.4$ kHz. The magnetic deficit can be derived. A component $1/\kappa^2\to1/(\kappa^2+M_s^2)$ of the polarization, with mass $M_s\ge2$, turns the contact term into $\delta^3(\mathbf r)-M_s^2e^{-M_sr}/4\pi r$. Its 1S average relative to $|\psi(0)|^2$ is $1-M_s^2/(M_s+2\gamma)^2=4\gamma/M_s-12\gamma^2/M_s^2+\dots$, which lies below the leading term. The $0.4$ kHz is the vacuum-polarization part of the next order: Dirac theory changes the sum only at order $\gamma^2\ln\gamma$, to $0.75585$ at $\gamma=\alpha$. It does not bound the electron-line contribution at that order, where the $\kappa^2\ln\kappa$ term of $L$ can produce $\ln^2 Z\alpha$.

## Values computed for the example and the checks

```
loop check k=1.5 lam=1 Lam=3 (m_e), pieces in alpha/pi: direct, parameter
  Z: -0.2380481 -0.2380481
  SE: -0.2246617 -0.2246617
  M: 0.2106900 0.2106900
  C: 0.1598239 0.1598239
  S: -0.1018741 -0.1018741
k=2, lam=1e-6, Lam=1e5: sum -0.751394, regulator-free L -0.751394
small-k constants SE,V,S at k=1e-3: -0.12499 0.74997 1.00001
L(0.001) = 0.499990
L(0.1) = 0.465279
L(1) = -0.276406
L(10) = -1.204156
coefficient of k^2 ln k in L: 1.3333
coefficients of alpha Z alpha E_F: quadrature, Mellin continuation
  SE: 4.500000 4.500000
  V: -10.329441 -10.329442
  S: 3.272589 3.272589
  electron line: -2.556853 -2.556853
  vacuum polarization: 0.750000
  total: -1.806853; ln2-5/2 = -1.806853
Schroedinger-Uehling, gam->0: magnetic 0.375000, Coulomb 0.375000
Schroedinger-Uehling at gam=alpha: magnetic 0.37315, Coulomb 0.38238, sum 0.75553
hydrogen 1S: 1/alpha = 137.035999, mu_p/mu_B = 1.521032202e-03
c R_inf = 3.289841960e+15 Hz, (m_r/m)^3 = 0.99836793
E_F = 1418840.091 kHz = 2.156396e-07 hartree
Schwinger term alpha/(2 pi) E_F = 1647.855 kHz
alpha^2 = 5.325135e-05, alpha^2 E_F = 75.5552 kHz
vacuum polarization shift = 56.666 kHz
electron-line shift = -193.183 kHz
total shift = -136.517 kHz = -2.0748e-11 hartree
total relative shift = -96.217 ppm
```
